# Lévy-walk heat carriers: superdiffusion and length-dependent conductivity in one dimension

## Problem

Heat carriers move on a line at constant speed $v$. At each turning event a carrier chooses right or left with probability $1/2$, independently of its past, and draws a new flight time $t$ from a density with the tail

$$\psi(t)\simeq A\,t^{-8/3}.$$

The mean flight time $\tau$ is finite. The probability that a flight lasts longer than $t$ is

$$\Psi(t)=\int_t^\infty\psi(s)\,ds\simeq a\,t^{-5/3},\qquad a=\tfrac35A .$$

1. How does the mean-square displacement (MSD) $\langle x^2\rangle$ grow with time?
2. A slab $0<x<L$ joins two reservoirs whose temperatures differ by $\Delta T$, the left one being hotter. How does the apparent conductivity $\kappa=JL/\Delta T$ depend on $L$, where $J$ is the steady heat current?

The second question needs more than the tail of $\psi$. The carriers are assumed to hold all the heat, with a constant heat capacity $C$ per length. The reservoirs contain the same carriers in equilibrium, and carriers cross the contacts freely. On a line, $\kappa$ has the dimension of a three-dimensional conductivity times an area.

The algebra is classical, contains no $\hbar$, and holds in any consistent units, including atomic units. Where a complete density is needed, we take

$$\Psi(t)=(1+t/t_0)^{-5/3},\qquad l_0=vt_0,\qquad \tau=\int_0^\infty\Psi\,dt=\tfrac32t_0,\qquad a=t_0^{5/3}.$$

## First estimate by scaling

Choose a carrier at a random moment. Long flights occupy more time than short ones, so the chance that its present flight has duration $s$ is weighted by $s\psi(s)$. The chance that this flight is longer than $t$ scales as

$$\frac1\tau\int_t^\infty s\,\psi(s)\,ds\sim (t/t_0)^{-2/3}.$$

Such carriers move a distance of order $vt$ and contribute

$$(vt)^2(t/t_0)^{-2/3}=l_0^2\,(t/t_0)^{4/3}$$

to the MSD. The shorter flights number about $t/\tau$, and each has a mean-square length $v^2\int^t s^2\psi\,ds\sim v^2t_0^{5/3}t^{1/3}$. Their total also scales as $t^{4/3}$, so neither group can be dropped.

The effective diffusivity is $D(t)\sim\langle x^2\rangle/t\sim vl_0(t/t_0)^{1/3}$. In a slab, a flight can remain inside for at most $L/v$. Setting $t=L/v$ gives

$$\kappa\sim CD(L/v)\sim Cvl_0\,(L/l_0)^{1/3}.$$

This argument leaves the numerical factor open, and the cutoff at $L/v$ has so far been assumed.

## Exact mean-square displacement

**Stationary start.** Let $F(t)$ be the probability that no turn occurs between times 0 and $t$. If a turn does occur, the new direction is independent of the old one and the velocity product averages to zero. Hence $\langle v(0)v(t)\rangle=v^2F(t)$.

The flight in progress at time 0 has density $s\psi(s)/\tau$, and time 0 is uniformly placed within it. It lasts beyond $t$ with probability $(s-t)/s$ if $s>t$. Therefore

$$F(t)=\frac1\tau\int_t^\infty(s-t)\psi(s)\,ds=\frac1\tau\int_t^\infty\Psi(s)\,ds\simeq\frac{3a}{2\tau}t^{-2/3}.$$

The second equality is an integration by parts. Its boundary term vanishes because $s\Psi(s)\to0$.

The displacement is the time integral of the velocity. In a stationary state the correlation depends on the time difference alone, so

$$\langle x^2\rangle=2v^2\int_0^t(t-s)F(s)\,ds .$$

For large $t$ the tail of $F$ determines the leading term. With

$$\int_0^t(t-s)s^{-2/3}ds=\left(3-\tfrac34\right)t^{4/3}=\tfrac94t^{4/3},$$

we obtain

$$\boxed{\langle x^2\rangle\simeq\frac{27a}{4\tau}\,v^2t^{4/3}}.$$

For the chosen density, $F=(1+u)^{-2/3}$ with $u=t/t_0$. Integrating once gives $3[(1+u)^{1/3}-1]$. Integrating again and multiplying by 2 gives

$$\frac{\langle x^2\rangle}{l_0^2}=\frac92\left[(1+u)^{4/3}-1\right]-6u .$$

For $u\ll1$ this becomes $u^2$, which is ballistic motion. For $u\gg1$ it becomes $\frac92u^{4/3}$, but the relative size of the linear correction falls only as $u^{-1/3}$. At $u=300$ the formula gives 7273. A simulation of random flights gives $7285\pm51$, where the uncertainty is one standard error.

**Fresh start.** If a flight begins at $t=0$, its duration is not length-biased. Let $m(t)$ be the MSD for this start. Either the first flight is still under way, or it ended at $s$ and the walk began afresh:

$$m(t)=v^2t^2\Psi(t)+\int_0^t\psi(s)\left[v^2s^2+m(t-s)\right]ds .$$

There is no cross term because the later displacement has zero mean. Let a hat denote the Laplace transform with variable $p$. Then

$$\hat m=v^2\,\frac{\widehat{t^2\Psi}+\widehat{t^2\psi}/p}{1-\hat\psi}.$$

For small $p$, the tails $t^2\Psi\simeq at^{1/3}$ and $t^2\psi\simeq\frac53at^{-2/3}$ give

$$\widehat{t^2\Psi}\simeq a\Gamma(\tfrac43)p^{-4/3},\qquad
\widehat{t^2\psi}\simeq\tfrac53a\Gamma(\tfrac13)p^{-1/3}=5a\Gamma(\tfrac43)p^{-1/3}.$$

Since $1-\hat\psi\simeq\tau p$,

$$\hat m\simeq\frac{6av^2}{\tau}\Gamma(\tfrac43)p^{-7/3}
\quad\Rightarrow\quad m(t)\simeq\frac{9a}{2\tau}v^2t^{4/3}.$$

The inversion uses $\Gamma(7/3)=\frac43\Gamma(4/3)$. It is permitted because $m$ never decreases: its derivative is $2v^2$ times an integral of no-turn probabilities. The exponent is the same as before, and the prefactor is $2/3$ of the stationary one. Numerical Laplace inversion at $t=10^9t_0$ gives $m/(l_0^2u^{4/3})=2.994$, against the limit 3.

## Solution of the slab

**Current.** Let $Q(x)$ be the energy that turns per unit length and time. In equilibrium, energy turns at rate $1/\tau$, so $Q=CT/\tau$ in each reservoir, with $T$ measured from a fixed reference. Half the energy turned at $x'$ leaves toward $x$. Inside the slab, therefore,

$$Q(x)=\frac1{2v}\int_{-\infty}^{\infty}\psi\!\left(\frac{|x-x'|}{v}\right)Q(x')\,dx'.$$

Energy crosses $x$ if its flight survives that far. The current is the right-going part minus the left-going part:

$$J=\frac12\int_0^\infty\Psi(y/v)\left[Q(x-y)-Q(x+y)\right]dy .$$

Differentiating with respect to $x$ gives $Q(x)$ minus the right-hand side of the preceding equation. Thus $J$ is constant in the slab, as energy conservation requires.

Define $g=-dQ/dx$ and

$$K(y)=\int_y^\infty\Psi(s/v)\,ds .$$

Because $K'(y)=-\Psi(y/v)$, integration by parts turns the two terms of the current into

$$\int_0^\infty\Psi\,Q(x\mp y)\,dy=K(0)Q(x)\pm\int_0^\infty K(y)\,g(x\mp y)\,dy .$$

Subtracting them removes $K(0)Q(x)$. Since $g=0$ in the reservoirs,

$$J=\frac12\int_0^L K(|x-x'|)\,g(x')\,dx',\qquad \int_0^Lg\,dx=\frac{C\Delta T}{\tau}.$$

Any jump of $Q$ at a contact is included in $g$ as a delta function.

**Short slab.** If $L\ll l_0$, then $K\simeq K(0)=v\tau$ throughout the slab. This gives $J=\frac12Cv\Delta T$ and $\kappa=\frac12CvL$. The current does not depend on $L$, as expected for ballistic carriers.

**Long slab.** For $L\gg l_0$, typical distances lie in the tail, where

$$K(y)\simeq\frac{3a}{2}v^{5/3}y^{-2/3}.$$

We need a function $g$ whose integral with this kernel is independent of $x$. Such a function is $g\propto[x(L-x)]^{-1/6}$, because for $0<\xi<1$

$$I(\xi)=\int_0^1\frac{[\eta(1-\eta)]^{-1/6}}{|\xi-\eta|^{2/3}}\,d\eta=2\pi .$$

To prove this, consider

$$f(z)=z^{-1/6}(z-1)^{-1/6}(z-\xi)^{-2/3},$$

with all phases between $-\pi$ and $\pi$. On the negative axis the total phase factor is $e^{-i\pi}$ from above and $e^{i\pi}$ from below. These are equal, so the only cut is $[0,1]$. At large $|z|$, $f\simeq1/z$, and a counterclockwise contour around the cut gives $2\pi i$.

Now shrink the contour onto the cut. The lower edge is followed to the right and the upper edge to the left, so the integrand is $f_--f_+$, lower value minus upper value. This equals $2i\sin(\pi/6)|f|=i|f|$ for $\eta>\xi$, and $2i\sin(5\pi/6)|f|=i|f|$ for $\eta<\xi$. The end points and $\xi$ contribute nothing because their singularities are integrable. Thus $iI=2\pi i$.

The solution is unique among functions with finite $\iint gKg$. The difference $d$ of two solutions has zero integral and gives a constant when integrated with the kernel, so $\iint dKd=0$. But

$$|y|^{-2/3}=\frac1{\Gamma(1/3)}\int_0^\infty s^{-2/3}e^{-sy^2}ds$$

is a positive sum of Gaussians, and each has a positive Fourier transform. Hence $d=0$.

Write $g=N[x(L-x)]^{-1/6}$ and $B=\mathrm{B}(5/6,5/6)=1.4114$, where $\mathrm B$ is the beta function. The normalization is $NL^{2/3}B=C\Delta T/\tau$. In the current integral the powers of $L$ add to $1-\frac23-\frac13=0$, so

$$J=\frac12\cdot\frac{3a}{2}v^{5/3}\cdot2\pi N
=\frac{3\pi a}{2B}v^{5/3}\frac{C\Delta T}{\tau L^{2/3}}.$$

Multiplication by $L/\Delta T$ gives

$$\boxed{\kappa\simeq\frac{3\pi a}{2B}\,\frac{C}{\tau}\,v^{5/3}L^{1/3}}.$$

For the chosen density, $a/\tau=\frac23t_0^{2/3}$, and hence $\kappa\simeq(\pi/B)Cvl_0(L/l_0)^{1/3}$, with $\pi/B=2.2258$.

**First correction.** For this density, $K(y)=\frac32l_0(1+y/l_0)^{-2/3}$. Its difference from the pure power is concentrated at short distances. In units of $l_0$,

$$\int_0^\infty\left[(1+y)^{-2/3}-y^{-2/3}\right]dy=-3 .$$

Counting both sides of $x$, the leading change in the kernel is $\frac32l_0(-6l_0)\delta(x-x')$.

Let $G=C\Delta T/\tau$. Multiplying the current equation by $g$ and integrating gives $JG=\frac12\iint gKg$. At fixed $G$ this quadratic form is stationary at the solution, so the first-order change can be found with the old $g$:

$$\delta J=-\frac{9l_0^2}{2G}\int_0^Lg^2dx
=-\frac{9l_0^2G}{2L}\,\frac{\mathrm B(2/3,2/3)}{B^2}.$$

Inserting $G$ and $\tau=\frac32t_0$, we find

$$\frac{\kappa}{Cvl_0}\simeq2.2258\left(\frac L{l_0}\right)^{1/3}-3.0923,
\qquad 3.0923=\frac{3\,\mathrm B(2/3,2/3)}{B^2}.$$

## Comparison of estimate and solution

The equation for $Q$ was also solved numerically, with the full kernel and cells of width $0.5l_0$. The table gives $\kappa/(Cvl_0)$.

| $L/l_0$ | scaling, factor 1 | two-term law | numerical |
|---|---:|---:|---:|
| 1000 | 10 | 19.17 | 19.17 |
| 8000 | 20 | 41.42 | 41.42 |

Halving the cell width changes both numerical values by $-0.011$, and in the limit of zero width they become 19.16 and 41.41. The match of the last digit in the table is therefore partly a mesh effect: the two-term law lies 0.01 and 0.02 above the converged values. The scaling estimate has the right power and is too small by about a factor of two.

A sharper estimate keeps the exact velocity correlation but retains the cutoff at $L/v$:

$$\kappa_{\rm cut}=Cv^2\int_0^{L/v}F\,dt=3Cvl_0\left[(1+L/l_0)^{1/3}-1\right].$$

It gives 27.0 and 57.0 for the two lengths, respectively 41% and 38% above the slab values. The ratio tends to $3/2.2258=1.35$ for long slabs and to 2 in the ballistic limit. The MSD in an infinite system therefore supplies the exponent, but not the prefactor for these contacts.

The prefactor depends on short flights through $\tau$, while the exponent does not. As a second case, let every flight last at least $t_0$, with $\Psi=(t/t_0)^{-5/3}$ afterwards. Then $\tau=\frac52t_0$, and the predicted coefficient of $(L/l_0)^{1/3}$ is 1.335. The numerical solutions at $L/l_0=512$ and 4096 are $\kappa/(Cvl_0)=9.63$ and 20.33. Their difference, divided by the difference $16-8$ of $(L/l_0)^{1/3}$ so that a constant offset cancels, gives 1.337.

The gradient of $Q$ is steepest near the contacts. For $L=8000l_0$, the numerical solution at $x=0.1L$ has 0.869 of the total drop remaining. The limiting profile gives 0.874, and a linear profile would give 0.900.

The negative offset also affects a measured slope. Between the two lengths the apparent exponent is

$$\frac{\ln(41.42/19.17)}{\ln8}\approx0.371,$$

not $1/3$. From the two-term law, the local exponent is $\frac13\left[1-1.389(L/l_0)^{-1/3}\right]^{-1}$. It comes within 0.01 of $1/3$ only when $L$ exceeds about $10^5l_0$.

## A model chain in numbers

Take a chain with spacing 2.5 Å, $v=50$ Å/ps and $l_0=100$ Å, so that $t_0=2$ ps. One classical vibrational branch gives $C=k_B/(2.5\ \text{Å})=3.447\times10^{-5}$ eV/(K Å), and

$$Cvl_0=3.447\times10^{-5}\times50\times100=0.1723\ \text{eV Å/(ps K)}.$$

For $L=10^5$ Å, $\kappa=0.1723\times19.17=3.30$ eV Å/(ps K). A temperature difference of 10 K drives a current of $3.30\times10/10^5=3.30\times10^{-4}$ eV/ps. For $L=8\times10^5$ Å, $\kappa=7.14$ eV Å/(ps K) and the current is $8.9\times10^{-5}$ eV/ps. The conductivity rises with length while the current falls. With an assigned cross-section of 25 Å$^2$, the two conductivities correspond to about 212 and 457 W/(m K).

In an infinite chain with a stationary start, the MSD after the shorter transit time, 2000 ps, is $3.91\times10^8$ Å$^2$. Only 1.0% of the carriers have not turned by then, yet they contribute 26% of it. This is the weight of rare long flights anticipated by the scaling argument. For a fresh start the MSD is $2.5\times10^8$ Å$^2$, only a fraction $10^{-5}$ of the carriers have not turned, and they contribute 0.04%.

**Loss of the long flights.** Suppose that additional independent events randomize the direction at rate $1/t_r$ without resetting the flight clock. Then $F$ is multiplied by $e^{-t/t_r}$. With $\epsilon=t_0/t_r$ and $w=1+t/t_0$, the bulk conductivity is

$$\frac{\kappa_\infty}{Cvl_0}=e^\epsilon\int_1^\infty w^{-2/3}e^{-\epsilon w}dw
\simeq\Gamma(\tfrac13)\epsilon^{-1/3}-3\qquad(\epsilon\ll1).$$

The subtracted 3 is the integral of $w^{-2/3}$ from 0 to 1. Growth with length therefore ends. For an assumed resistive path $vt_r=10^6$ Å, the limit is 54.7. The same scattering reduces $\kappa_{\rm cut}$ by 3% at the shorter length and 17% at the longer one. Since this path is only $10^4l_0$, the chain leaves the superdiffusive regime before its local exponent settles near $1/3$.

**Relation to real conductors.** Nanowires, nanotubes and polymer chains motivate such a model, but the calculation does not show that their heat carriers follow it. The chosen speed is typical of sound in solids, but $l_0$ and the single flight-time law are assumptions. Real phonons have a range of speeds and free paths, and defects, substrates and umklapp collisions relax their momentum. A resistive path of $10^6$ Å is long for room temperature. With $10^4$ Å instead, the integral above gives $\kappa_\infty\approx9.5\,Cvl_0\approx1.6$ eV Å/(ps K), about one half and one quarter of the two slab values. For a nearest-neighbour chain with the same sound speed and spacing, quantum statistics lower the heat capacity at 300 K by only 4%. The reduction grows to 15% at 100 Å/ps and 42% at 200 Å/ps, so a classical $C$ fails for stiffer chains. The group speed of such a chain, averaged over its band, is also only $2v/\pi$.

## Values computed for the example and the checks

```
TESTS, reduced units (v = t0 = 1)
MSD t=300 stationary: flights 7285 +- 51
MSD t=300 stationary: formula 7273
MSD t=300 fresh start: flights 4584 +- 28
MSD t=300 fresh start: Laplace 4594
fresh MSD/t^(4/3), t=1e9: 2.9940, law 3.0000
same, second density: 1.7980, law 1.8000
singular integral: 6.283185 to 6.283185
two pi: 6.283185
Beta(5/6,5/6): 1.41143
slab slope pi/B: law 2.2258, solved 2.2252
slab offset, law: 3.0923
kappa/(C v l0), L/l0=1000: 19.171, law 19.166
kappa/(C v l0), L/l0=8000: 41.423, law 41.424
mesh shift at L/l0=1000, h 0.5 to 0.25: -0.0107
Q at x=0.1L: solved 0.8692, law 0.8742
largest profile difference, 0.05-0.95 L: 0.0051
second density slope: 1.3370, law 1.3355
EXAMPLE, model chain
spacing: 2.5 angstrom; area: 25 angstrom^2
speed: 50 angstrom/ps; l0: 100 angstrom
t0: 2.0 ps; mean flight time: 3.0 ps
temperature: 300 K; difference: 10 K
heat capacity C: 3.4469e-05 eV/(K angstrom)
C v l0: 1.7235e-01 eV angstrom/(ps K)
short L: 1.0e+05 angstrom = 10000 nm
  transit time L/v: 2000 ps
  MSD at L/v: 3.9056e+08 angstrom^2
  local MSD exponent: 1.3832
  unturned fraction: 0.00999
  unturned share of MSD: 0.2559
  chain kappa: 3.3040 eV angstrom/(ps K)
  kappa/area: 211.7 W/(m K)
  heat current: 3.3040e-04 eV/ps
  cut estimate/(C v l0): 27.010
  factor from resistive scattering: 0.9731
long L: 8.0e+05 angstrom = 80000 nm
  transit time L/v: 16000 ps
  MSD at L/v: 6.7212e+09 angstrom^2
  local MSD exponent: 1.3570
  unturned fraction: 0.00250
  unturned share of MSD: 0.2380
  chain kappa: 7.1391 eV angstrom/(ps K)
  kappa/area: 457.5 W/(m K)
  heat current: 8.9238e-05 eV/ps
  cut estimate/(C v l0): 57.002
  factor from resistive scattering: 0.8299
kappa exponent between the two lengths: 0.3705
band top: 0.02633 eV; kT: 0.02585 eV
quantum/classical heat capacity: 0.9584
assumed resistive path: 1.0e+06 angstrom
saturated kappa/(C v l0): 54.722, law 54.716
```
